# Silicon gap narrowing and the conduction offset of a gate oxide: a program that tests the result

```python
"""
Result under test: with a fixed valence offset and a fixed oxide gap, the
conduction offset between silicon and an oxide rises on heating by
  a (T2-T1) [1 - b^2/((T1+b)(T2+b))],
which is 28 meV (rounded) between T1 = 300 K and T2 = 400 K.
Silicon gap: Eg(T) = E0 - a T^2/(T+b), the Varshni law.
Conduction offset = oxide conduction edge - silicon conduction edge.
Valence offset = silicon valence edge - oxide valence edge.
Energies are in eV, lengths in nm, fields in V/nm unless a name says otherwise.
The oxide parameters are rough values in the regime of HfO2 on silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros

E0, a, b = 1.17, 0.000473, 636.0
T1, T2 = 300.0, 400.0
oxide_gap, valence_offset = 5.8, 3.3
thickness, field = 4.0, 0.1
tunnel_mass, normal_mass, plane_mass = 0.2, 0.92, 0.19
eps_si, eps_oxide, eps_optical = 11.7, 20.0, 4.0
valleys = 2
breakdown_field = 0.5
trial_share, trial_rate = 0.5, 0.0005

kB = const.k / const.e
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2


def silicon_gap(T):
    return E0 - a * T**2 / (T + b)


def narrowing_rate(T):
    return a * T * (T + 2 * b) / (T + b)**2


def offset_from_edges(T, share=0.0, rate=0.0, common_drift=0.0):
    """Conduction offset from four explicitly placed band edges."""
    ev_oxide = -8.0 + common_drift * (T - T1)
    ec_oxide = ev_oxide + oxide_gap - rate * (T - T1)
    ev_si = (ev_oxide + valence_offset
             + share * (silicon_gap(T1) - silicon_gap(T)))
    ec_si = ev_si + silicon_gap(T)
    return ec_oxide - ec_si


# Main result: band edges against the factored formula
gap1, gap2 = silicon_gap(T1), silicon_gap(T2)
offset1, offset2 = offset_from_edges(T1), offset_from_edges(T2)
bracket = 1 - b**2 / ((T1 + b) * (T2 + b))
shift = a * (T2 - T1) * bracket
assert abs((offset2 - offset1) - shift) < 1e-12
assert round(1000 * (offset2 - offset1)) == 28

# Slope against finite differences, and the two straight-line estimates
for T in (150.0, T1, T2):
    numeric = -(silicon_gap(T + 0.01) - silicon_gap(T - 0.01)) / 0.02
    assert abs(numeric / narrowing_rate(T) - 1) < 1e-7
curvature = (narrowing_rate(350.01) - narrowing_rate(349.99)) / 0.02
assert abs(curvature / (2 * a * b**2 / (350 + b)**3) - 1) < 1e-6
line1 = narrowing_rate(T1) * (T2 - T1)
line2 = narrowing_rate(T2) * (T2 - T1)
assert line1 < offset2 - offset1 < line2

# Relaxed conditions, including a common drift that must cancel
for share, rate in ((trial_share, 0.0), (0.0, trial_rate), (0.3, 0.0002)):
    direct = (offset_from_edges(T2, share, rate, 0.0007)
              - offset_from_edges(T1, share, rate, 0.0007))
    assert abs(direct - ((1 - share) * shift - rate * (T2 - T1))) < 1e-12
shift_share = offset_from_edges(T2, share=trial_share) - offset1
shift_oxide = offset_from_edges(T2, rate=trial_rate) - offset1
break_even = shift / (T2 - T1)
assert abs(offset_from_edges(T2, rate=break_even) - offset1) < 1e-12
assert shift_oxide < 0 < shift_share

# Image-force lowering at the silicon interface
image_ratio = (eps_si - eps_optical) / (eps_si + eps_optical)
image_lowering = np.sqrt(image_ratio * const.e * field * 1e9
                         / (4 * np.pi * const.epsilon_0 * eps_optical))
image_strength = (image_ratio * const.e * 1e9
                  / (16 * np.pi * const.epsilon_0 * eps_optical))
top = minimize_scalar(lambda x: image_strength / x + field * x,
                      bounds=(0.01, thickness), method="bounded")
assert abs(top.fun / image_lowering - 1) < 1e-6

# Confinement in a triangular well: Airy zero against diagonalization
si_field = eps_oxide * field / eps_si
well_kinetic = kinetic / normal_mass
airy_zero = -ai_zeros(1)[0][0]
confinement = airy_zero * (well_kinetic * si_field**2)**(1 / 3)
points = 2000
step = 10.0 / (points + 1)
z = step * np.arange(1, points + 1)
level = eigh_tridiagonal(2 * well_kinetic / step**2 + si_field * z,
                         -well_kinetic / step**2 * np.ones(points - 1),
                         select="i", select_range=(0, 0),
                         eigvals_only=True)[0]
assert abs(level / confinement - 1) < 1e-4

# Degeneracy of the lowest subband, densities in nm^-2
sheet_density = const.epsilon_0 * eps_oxide * field * 1e9 / const.e * 1e-18
states = valleys * plane_mass / (2 * np.pi * kinetic)


def fermi_level(T):
    return kB * T * np.log(np.expm1(sheet_density / (states * kB * T)))


for T in (T1, T2):
    mu = fermi_level(T)
    filled = quad(lambda E: states / (1 + np.exp((E - mu) / (kB * T))),
                  0, mu + 40 * kB * T, epsabs=0, epsrel=1e-9)[0]
    assert abs(filled / sheet_density - 1) < 1e-7

# Tunnelling through the sloping barrier
oxide_kinetic = kinetic / tunnel_mass


def wkb_exponent(height):
    far = max(height - field * thickness, 0.0)
    return (4 / (3 * field * np.sqrt(oxide_kinetic))
            * (height**1.5 - far**1.5))


for height in (offset2, 0.2):
    end = min(thickness, height / field)
    integral = quad(lambda x: 2 * np.sqrt(max(height - field * x, 0)
                                         / oxide_kinetic), 0, end)[0]
    assert abs(integral / wkb_exponent(height) - 1) < 1e-6


def wave_transmission(barrier, energy):
    """Integrate the wave equation back from the outgoing wave."""
    k_left = np.sqrt(energy / oxide_kinetic)
    k_right = np.sqrt((energy + field * thickness) / oxide_kinetic)

    def derivative(x, y):
        return [y[1], (barrier - field * x - energy) / oxide_kinetic * y[0]]

    wave = solve_ivp(derivative, (thickness, 0.0), [1 + 0j, 1j * k_right],
                     rtol=1e-9, atol=1e-11).y[:, -1]
    incoming = (wave[0] + wave[1] / (1j * k_left)) / 2
    return k_right / k_left / abs(incoming)**2


test_energy = 0.1
wave_cut = (wave_transmission(offset2, test_energy)
            / wave_transmission(offset1, test_energy))
wkb_cut = np.exp(wkb_exponent(offset1 - test_energy)
                 - wkb_exponent(offset2 - test_energy))
# WKB omits the slowly varying prefactor, hence a 3 percent tolerance
assert abs(wave_cut / wkb_cut - 1) < 0.03


def flux_under(barrier, T):
    """Transmitted fraction of a one-dimensional Boltzmann flux."""
    return quad(lambda E: np.exp(-wkb_exponent(barrier - E) - E / (kB * T))
                / (kB * T), 0, barrier,
                points=[barrier - field * thickness],
                epsabs=0, epsrel=1e-8, limit=200)[0]


under = flux_under(offset2, T2)
over = np.exp(-offset2 / (kB * T2))
under_cut = under / flux_under(offset1, T2)
over_cut = over / np.exp(-offset1 / (kB * T2))
assert under > 1000 * over
assert over_cut < under_cut < 1
assert field < breakdown_field

print(f"Varshni E0: {E0:.2f} eV")
print(f"Varshni a: {a:.6f} eV/K")
print(f"Varshni b: {b:.0f} K")
print(f"Temperatures: {T1:.0f} and {T2:.0f} K")
print(f"Oxide gap (rough): {oxide_gap:.1f} eV")
print(f"Valence offset (rough): {valence_offset:.1f} eV")
print(f"Silicon gap at 300 K: {gap1:.5f} eV")
print(f"Silicon gap at 400 K: {gap2:.5f} eV")
print(f"Conduction offset at 300 K: {offset1:.5f} eV")
print(f"Conduction offset at 400 K: {offset2:.5f} eV")
print(f"Bracket in factored formula: {bracket:.5f}")
print(f"Rise of conduction offset: {1000*shift:.2f} meV")
print(f"Rise, rounded: {1000*shift:.0f} meV")
print(f"Narrowing rate at 300 K: {1000*narrowing_rate(T1):.4f} meV/K")
print(f"Narrowing rate at 400 K: {1000*narrowing_rate(T2):.4f} meV/K")
print(f"Line estimate, 300 K slope: {1000*line1:.2f} meV")
print(f"Line estimate, 400 K slope: {1000*line2:.2f} meV")
print(f"Trial valence-edge share s: {trial_share:.1f}")
print(f"Shift with that share: {1000*shift_share:.2f} meV")
print(f"Trial oxide narrowing r: {1000*trial_rate:.1f} meV/K")
print(f"Shift with that narrowing: {1000*shift_oxide:.2f} meV")
print(f"Oxide rate for zero shift: {1000*break_even:.4f} meV/K")
print(f"Oxide thickness: {thickness:.1f} nm")
print(f"Oxide field: {10*field:.1f} MV/cm")
print(f"Rough breakdown field: {10*breakdown_field:.1f} MV/cm")
print(f"Voltage across oxide: {field*thickness:.2f} V")
print(f"Silicon permittivity: {eps_si:.1f}")
print(f"Oxide static permittivity: {eps_oxide:.1f}")
print(f"Oxide optical permittivity: {eps_optical:.1f}")
print(f"Image-force lowering: {1000*image_lowering:.0f} meV")
print(f"Silicon surface field: {10*si_field:.2f} MV/cm")
print(f"Normal mass: {normal_mass:.2f} electron masses")
print(f"Confinement, upper estimate: {1000*confinement:.0f} meV")
print(f"In-plane mass: {plane_mass:.2f} electron masses")
print(f"Valleys in lowest subband: {valleys}")
print(f"Sheet density: {sheet_density*1e14:.2e} cm^-2")
print(f"Fermi level above subband, 300 K: {1000*fermi_level(T1):.1f} meV")
print(f"Fermi level above subband, 400 K: {1000*fermi_level(T2):.1f} meV")
print(f"Thermal energy at 300 K: {1000*kB*T1:.2f} meV")
print(f"Thermal energy at 400 K: {1000*kB*T2:.2f} meV")
print(f"Tunnelling mass: {tunnel_mass:.1f} electron masses")
print(f"WKB exponent, band edge, 400 K: {wkb_exponent(offset2):.2f}")
print(f"Flux fraction under barrier, 400 K: {under:.2e}")
print(f"Flux fraction over barrier, 400 K: {over:.2e}")
print(f"Under-barrier factor from shift: {under_cut:.3f}")
print(f"Over-barrier factor from shift: {over_cut:.3f}")
print(f"Energy in wave-equation check: {test_energy:.1f} eV")
print(f"Wave-equation factor from shift: {wave_cut:.3f}")
print(f"WKB factor at same energy: {wkb_cut:.3f}")
print("no test failed")
```

Output:

```
Varshni E0: 1.17 eV
Varshni a: 0.000473 eV/K
Varshni b: 636 K
Temperatures: 300 and 400 K
Oxide gap (rough): 5.8 eV
Valence offset (rough): 3.3 eV
Silicon gap at 300 K: 1.12452 eV
Silicon gap at 400 K: 1.09695 eV
Conduction offset at 300 K: 1.37548 eV
Conduction offset at 400 K: 1.40305 eV
Bracket in factored formula: 0.58286
Rise of conduction offset: 27.57 meV
Rise, rounded: 28 meV
Narrowing rate at 300 K: 0.2546 meV/K
Narrowing rate at 400 K: 0.2947 meV/K
Line estimate, 300 K slope: 25.46 meV
Line estimate, 400 K slope: 29.47 meV
Trial valence-edge share s: 0.5
Shift with that share: 13.78 meV
Trial oxide narrowing r: 0.5 meV/K
Shift with that narrowing: -22.43 meV
Oxide rate for zero shift: 0.2757 meV/K
Oxide thickness: 4.0 nm
Oxide field: 1.0 MV/cm
Rough breakdown field: 5.0 MV/cm
Voltage across oxide: 0.40 V
Silicon permittivity: 11.7
Oxide static permittivity: 20.0
Oxide optical permittivity: 4.0
Image-force lowering: 133 meV
Silicon surface field: 1.71 MV/cm
Normal mass: 0.92 electron masses
Confinement, upper estimate: 249 meV
In-plane mass: 0.19 electron masses
Valleys in lowest subband: 2
Sheet density: 1.11e+13 cm^-2
Fermi level above subband, 300 K: 67.8 meV
Fermi level above subband, 400 K: 64.7 meV
Thermal energy at 300 K: 25.85 meV
Thermal energy at 400 K: 34.47 meV
Tunnelling mass: 0.2 electron masses
WKB exponent, band edge, 400 K: 20.08
Flux fraction under barrier, 400 K: 2.70e-09
Flux fraction over barrier, 400 K: 2.10e-18
Under-barrier factor from shift: 0.788
Over-barrier factor from shift: 0.449
Energy in wave-equation check: 0.1 eV
Wave-equation factor from shift: 0.774
WKB factor at same energy: 0.784
no test failed
```
